# Spin conductivity and the spin-splitter current of a d-wave altermagnet: test program

```python
"""
Result under test: in a two-sublattice d-wave altermagnet without spin-orbit
coupling the Boltzmann conductivities of the two spins are diag(s1, s2) and
diag(s2, s1). The spin tensor is therefore D*diag(1,-1), D = s1-s2, and a field
at 45 degrees to the crystal axes drives a purely transverse spin current that
reverses with the magnetic moments.

Symbols: t1 = A-B hopping; t2 +- td = hopping along x/y on A (y/x on B);
J = exchange energy (+spin*J on A, -spin*J on B); mu = chemical potential;
kT = thermal energy; collision = hbar/tau; q = k*a (dimensionless).
A "kernel" is the Brillouin-zone average of dE/dq_i dE/dq_j (-df/dE), in eV;
conductivity = (e^2/hbar) * kernel / collision.
Spin current = (up minus down) electrical current.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

t1, t2, td, J = 0.25, 0.10, 0.08, 0.50
mu, kT, collision = -0.60, 0.025, 0.04
lattice_a, field = 4.0, 1e-5          # angstrom, V/angstrom
soc_trial = 0.01                      # eV, only to size a neglected effect


def states(n, spin, exchange=J, aniso=td, soc=0.0):
    """Energies, velocity matrices in the band basis, sublattice weights."""
    q = 2 * np.pi * np.arange(n) / n
    qx, qy = np.meshgrid(q, q, indexing="ij")
    bonds = []
    for sign in (1, -1):
        bonds += [(0, 0, sign, 0, -(t2 + aniso)), (0, 0, 0, sign, -(t2 - aniso)),
                  (1, 1, sign, 0, -(t2 - aniso)), (1, 1, 0, sign, -(t2 + aniso))]
        for other in (1, -1):
            orbit = 1j * spin * soc * sign * other
            bonds += [(0, 1, sign / 2, other / 2, -t1 + orbit),
                      (1, 0, sign / 2, other / 2, -t1 - orbit)]
    ham = np.zeros((n, n, 2, 2), complex)
    grad = np.zeros((2, n, n, 2, 2), complex)
    ham[..., 0, 0] = spin * exchange
    ham[..., 1, 1] = -spin * exchange
    for i, j, dx, dy, amplitude in bonds:
        term = amplitude * np.exp(1j * (qx * dx + qy * dy))
        ham[..., i, j] += term
        grad[0, ..., i, j] += 1j * dx * term
        grad[1, ..., i, j] += 1j * dy * term
    energy, vec = np.linalg.eigh(ham)
    vel = np.conj(np.swapaxes(vec, -1, -2)) @ grad @ vec
    return energy, vel, np.abs(vec) ** 2


def thermal(energy, m, temp):
    x = (energy - m) / temp
    return expit(x) * expit(-x) / temp


def band_velocity(vel):
    return np.stack([vel[..., 0, 0].real, vel[..., 1, 1].real], axis=-1)


def kernel(data, m=mu, temp=kT, lifetime=1.0):
    energy, vel, _ = data
    v = band_velocity(vel)
    w = thermal(energy, m, temp) * lifetime
    return np.array([[np.sum(v[i] * v[j] * w) for j in range(2)]
                     for i in range(2)]) / energy.shape[0] ** 2


def ratio(data, m=mu, temp=kT):
    k = kernel(data, m, temp)
    return (k[0, 0] - k[1, 1]) / (k[0, 0] + k[1, 1])


def steady_flow(data, drive):
    """Particle flow from the full steady kinetic equation, by Fourier series.
    drive = force * a * tau / hbar, any size."""
    energy, vel, _ = data
    n = energy.shape[0]
    r = np.fft.fftfreq(n, 1 / n)
    shift = drive[0] * r[:, None, None] + drive[1] * r[None, :, None]
    f0 = expit(-(energy - mu) / kT)
    f = np.fft.ifft2(np.fft.fft2(f0, axes=(0, 1)) / (1 + 1j * shift),
                     axes=(0, 1)).real
    return np.sum(band_velocity(vel) * f, axis=(1, 2, 3)) / n ** 2


def berry_hall(data):
    """Occupied Berry curvature (units e^2/hbar) and its largest local value."""
    energy, vel, _ = data
    gap2 = (energy[..., 1] - energy[..., 0]) ** 2
    curv = -2 * np.imag(vel[0, ..., 0, 1] * vel[1, ..., 1, 0]) / gap2
    occ = expit(-(energy - mu) / kT)
    return np.mean(curv * (occ[..., 0] - occ[..., 1])), np.max(np.abs(curv))


n = 240
up, down = states(n, 1), states(n, -1)
k_up, k_down = kernel(up), kernel(down)
k_charge, k_spin = k_up + k_down, k_up - k_down
delta = k_up[0, 0] - k_up[1, 1]
total = k_up[0, 0] + k_up[1, 1]

# Bands: diagonalized bond list against the closed form.
q = 2 * np.pi * np.arange(n) / n
cx, cy = np.cos(q)[:, None], np.cos(q)[None, :]
mix = -4 * t1 * np.cos(q / 2)[:, None] * np.cos(q / 2)[None, :]
for spin, data in ((1, up), (-1, down)):
    root = np.sqrt(mix ** 2 + (-2 * td * (cx - cy) + spin * J) ** 2)
    for band, sign in ((0, -1), (1, 1)):
        assert np.allclose(data[0][..., band], -2 * t2 * (cx + cy) + sign * root,
                           atol=1e-11)

# Tensor form, zero net moment, and open Fermi line of the up spins.
assert np.allclose(k_charge, total * np.eye(2), atol=1e-10)
assert np.allclose(k_spin, delta * np.diag([1, -1]), atol=1e-10)
assert abs(delta) > 0.05 * total
filling = [np.sum(expit(-(d[0] - mu) / kT)) / n ** 2 for d in (up, down)]
assert abs(filling[0] - filling[1]) < 1e-10
energy_x, energy_y = up[0][n // 2, 0, 0], up[0][0, n // 2, 0]
assert energy_x < mu < energy_y

# Angular law from the kinetic equation solved at a small finite field.
small = 1e-3
for degrees in (0, 20, 45, 70):
    th = np.radians(degrees)
    along = np.array([np.cos(th), np.sin(th)])
    across = np.array([-np.sin(th), np.cos(th)])
    flow_up = steady_flow(up, small * along) / small
    flow_down = steady_flow(down, small * along) / small
    spin_flow, charge_flow = flow_up - flow_down, flow_up + flow_down
    assert abs(spin_flow @ along - delta * np.cos(2 * th)) < 1e-4 * total
    assert abs(spin_flow @ across + delta * np.sin(2 * th)) < 1e-4 * total
    assert abs(charge_flow @ along - total) < 1e-4 * total
    assert abs(charge_flow @ across) < 1e-4 * total

# At 45 degrees the separation holds for strong fields too.
along, across = np.array([1, 1]) / np.sqrt(2), np.array([-1, 1]) / np.sqrt(2)
strong_up, strong_down = steady_flow(up, along), steady_flow(down, along)
assert abs((strong_up - strong_down) @ along) < 1e-10
assert abs((strong_up + strong_down) @ across) < 1e-10
assert abs((strong_up - strong_down) @ across) > 1e-4
medium = 0.1
medium_spin = (steady_flow(up, medium * along)
               - steady_flow(down, medium * along)) @ across / medium
nonlinear = medium_spin / (-delta) - 1

# Moment reversal, and controls without exchange or without anisotropy.
rev_up, rev_down = states(n, 1, exchange=-J), states(n, -1, exchange=-J)
k_spin_rev = kernel(rev_up) - kernel(rev_down)
assert np.allclose(k_spin_rev, -k_spin, atol=1e-10)
assert np.allclose(kernel(rev_up) + kernel(rev_down), k_charge, atol=1e-10)
for options in ({"exchange": 0.0}, {"aniso": 0.0}):
    control = kernel(states(120, 1, **options)) - kernel(states(120, -1, **options))
    assert np.max(np.abs(control)) < 1e-6

# Berry curvature: absent here, present and even under reversal with spin-orbit.
assert max(berry_hall(up)[1], berry_hall(down)[1]) < 1e-10
hall = {}
for exchange in (J, -J):
    hall[exchange] = (berry_hall(states(n, 1, exchange, soc=soc_trial))[0]
                      - berry_hall(states(n, -1, exchange, soc=soc_trial))[0])
assert abs(hall[J]) > 1e-6
assert abs(hall[J] - hall[-J]) < 1e-9

# Low filling: extrapolated numerical ratio against the effective-mass formula.
n_fine = 480
fine = states(n_fine, 1)
root_gamma = np.sqrt(16 * t1 ** 2 + J ** 2)
bottom = -4 * t2 - root_gamma
mass_ratio = -J * td / (t2 * root_gamma + 2 * t1 ** 2)
low_1 = ratio(fine, bottom + 0.008, 0.002)
low_2 = ratio(fine, bottom + 0.004, 0.001)
low_limit = 2 * low_2 - low_1
assert abs(low_limit / mass_ratio - 1) < 5e-3

# Mesh convergence and dependence on the chemical potential.
mesh_shift = abs(ratio(fine) - ratio(states(120, 1)))
assert mesh_shift < 1e-4
mu_list = (-1.4, -1.0, -0.6, -0.3, 0.3, 0.6, 0.85)
scan = [ratio(up, m) for m in mu_list]
assert scan[4] < 0 < scan[6]          # an accidental zero lies in between


def kubo_kernel(data, gamma):
    """Green-function conductivity times 2*gamma, for comparison with kernel."""
    energy, vel, _ = data
    e0, e1 = energy[..., 0].ravel(), energy[..., 1].ravel()
    parts = [[np.abs(vel[i, ..., a, b]).ravel() ** 2
              for a, b in ((0, 0), (1, 1), (0, 1))] for i in range(2)]
    step, result = kT / 3, np.zeros(2)
    for x in mu + step * np.arange(-36, 37):
        l0 = gamma / ((x - e0) ** 2 + gamma ** 2)
        l1 = gamma / ((x - e1) ** 2 + gamma ** 2)
        s0, s1, cross = l0 * l0, l1 * l1, l0 * l1
        for i in range(2):
            trace = parts[i][0] @ s0 + parts[i][1] @ s1 + 2 * (parts[i][2] @ cross)
            result[i] += step * thermal(x, mu, kT) * trace
    return 2 * gamma / np.pi * result / e0.size


reference = np.diag(kernel(fine))
kubo_full = kubo_kernel(fine, collision / 2)
kubo_half = kubo_kernel(fine, collision / 4)
dev_full = np.max(np.abs(kubo_full / reference - 1))
dev_half = np.max(np.abs(kubo_half / reference - 1))
assert dev_full < 0.05 and dev_half < 0.6 * dev_full + 1e-4
kubo_delta_shift = (kubo_full[0] - kubo_full[1]) / delta - 1


def impurity_kernel(data):
    """Lifetime from weak point impurities, equally common on A and B."""
    energy, vel, weight = data
    w = thermal(energy, mu, kT)
    site_dos = np.array([np.mean(np.sum(w * weight[..., s, :], axis=-1))
                         for s in range(2)])
    rate = weight[..., 0, :] * site_dos[0] + weight[..., 1, :] * site_dos[1]
    v = band_velocity(vel)
    for s in range(2):                # scattering-in term must vanish
        back = np.sum(v * w * weight[..., s, :] / rate, axis=(1, 2, 3))
        assert np.max(np.abs(back)) / n ** 2 < 1e-9
    return kernel(data, lifetime=1 / rate)


imp_up, imp_down = impurity_kernel(up), impurity_kernel(down)
assert np.allclose(imp_up, imp_down[::-1, ::-1], atol=1e-9)
imp_ratio = (imp_up[0, 0] - imp_up[1, 1]) / np.trace(imp_up)

quantum = const.e ** 2 / const.hbar
s1, s2 = k_up[0, 0] / collision, k_up[1, 1] / collision
field_si = field * 1e10
tau_fs = const.hbar / (collision * const.e) * 1e15
print(f"t1, t2, td, J = {t1}, {t2}, {td}, {J} eV")
print(f"mu, kT, hbar/tau = {mu}, {kT}, {collision} eV")
print(f"relaxation time = {tau_fs:.2f} fs")
print(f"lattice constant = {lattice_a} angstrom")
print(f"electrons per cell, each spin = {filling[0]:.4f}")
print(f"spin-up lower band at X = {energy_x:.3f} eV")
print(f"spin-up lower band at Y = {energy_y:.3f} eV")
print(f"kernel xx, spin up = {k_up[0, 0]:.5f} eV")
print(f"kernel yy, spin up = {k_up[1, 1]:.5f} eV")
print(f"kernel xx, spin down = {k_down[0, 0]:.5f} eV")
print(f"kernel yy, spin down = {k_down[1, 1]:.5f} eV")
print(f"sigma1 = {s1:.4f} e^2/hbar")
print(f"sigma2 = {s2:.4f} e^2/hbar")
print(f"charge conductivity = {s1 + s2:.4f} e^2/hbar")
print(f"charge conductivity = {(s1 + s2) * quantum:.4e} S")
print(f"Delta = {s1 - s2:.4f} e^2/hbar")
print(f"Delta = {(s1 - s2) * quantum:.4e} S")
print(f"Delta, moments reversed = {k_spin_rev[0, 0] / 2 / collision * 2:.4f} e^2/hbar")
print(f"ratio Delta/(sigma1+sigma2) = {delta / total:.4f}")
print(f"field at 45 degrees = {field:.1e} V/angstrom")
print(f"charge current along field = {total / collision * quantum * field_si:.3f} A/m")
print(f"spin current across field = {-delta / collision * quantum * field_si:.3f} A/m")
for m, value in zip(mu_list, scan):
    print(f"ratio at mu = {m:.2f} eV: {value:.4f}")
print(f"band bottom = {bottom:.4f} eV")
print(f"low-filling ratio, mass formula = {mass_ratio:.5f}")
print(f"low-filling ratio, numerical limit = {low_limit:.5f}")
print(f"ratio shift, mesh 120 to 480 = {mesh_shift:.1e}")
print(f"Kubo-Boltzmann max deviation, hbar/tau = {collision} eV: {100 * dev_full:.3f} %")
print(f"same at hbar/tau = {collision / 2} eV: {100 * dev_half:.3f} %")
print(f"Kubo change of Delta = {100 * kubo_delta_shift:.3f} %")
print(f"ratio with point-impurity lifetimes = {imp_ratio:.4f}")
print(f"field for nonlinearity check = {medium * collision / lattice_a:.1e} V/angstrom")
print(f"change of transverse spin response there = {100 * nonlinear:.3f} %")
print(f"trial spin-orbit energy = {soc_trial} eV")
print(f"its spin Hall conductivity, size = {abs(hall[J]):.2e} e^2/hbar")
print(f"its size relative to Delta = {100 * abs(hall[J] / (s1 - s2)):.3f} %")
print("PASS")
```

It prints:

```
t1, t2, td, J = 0.25, 0.1, 0.08, 0.5 eV
mu, kT, hbar/tau = -0.6, 0.025, 0.04 eV
relaxation time = 16.46 fs
lattice constant = 4.0 angstrom
electrons per cell, each spin = 0.5528
spin-up lower band at X = -0.820 eV
spin-up lower band at Y = -0.180 eV
kernel xx, spin up = 0.01958 eV
kernel yy, spin up = 0.15424 eV
kernel xx, spin down = 0.15424 eV
kernel yy, spin down = 0.01958 eV
sigma1 = 0.4895 e^2/hbar
sigma2 = 3.8559 e^2/hbar
charge conductivity = 4.3454 e^2/hbar
charge conductivity = 1.0577e-03 S
Delta = -3.3664 e^2/hbar
Delta = -8.1942e-04 S
Delta, moments reversed = 3.3664 e^2/hbar
ratio Delta/(sigma1+sigma2) = -0.7747
field at 45 degrees = 1.0e-05 V/angstrom
charge current along field = 105.774 A/m
spin current across field = 81.942 A/m
ratio at mu = -1.40 eV: -0.1979
ratio at mu = -1.00 eV: -0.3511
ratio at mu = -0.60 eV: -0.7747
ratio at mu = -0.30 eV: -0.8870
ratio at mu = 0.30 eV: -0.3708
ratio at mu = 0.60 eV: 0.1477
ratio at mu = 0.85 eV: 0.8997
band bottom = -1.5180 eV
low-filling ratio, mass formula = -0.16892
low-filling ratio, numerical limit = -0.16891
ratio shift, mesh 120 to 480 = 9.9e-08
Kubo-Boltzmann max deviation, hbar/tau = 0.04 eV: 0.382 %
same at hbar/tau = 0.02 eV: 0.095 %
Kubo change of Delta = -0.149 %
ratio with point-impurity lifetimes = -0.7819
field for nonlinearity check = 1.0e-03 V/angstrom
change of transverse spin response there = -0.414 %
trial spin-orbit energy = 0.01 eV
its spin Hall conductivity, size = 3.38e-03 e^2/hbar
its size relative to Delta = 0.100 %
PASS
```
